Spin-orbit splitting of the valence top in an sp3 crystal model

**The problem**

A crystal has the diamond structure, with two identical atoms, A and B, in each primitive cell. Every atom carries one s orbital and three p orbitals, p_x, p_y and p_z, all taken as orthonormal. An electron can hop between nearest neighbours. The on-site energies are E_s and E_p, and the hopping energies are V_ss, V_sp, V_σ and V_π. The last two belong to p orbitals pointing along the bond and perpendicular to it. To this model we add, on every atom, the term

ζ l·s, with ζ > 0.

Here l is the orbital angular momentum about that atom and s is the electron spin, both in units of ħ, so ζ is an energy. The form assumes a spherical potential near each nucleus, and spin-orbit matrix elements between different atoms are neglected.

For numbers, take

E_s = −6, E_p = 0, V_ss = −2, V_sp = 2.5, V_σ = 3, V_π = −1 (all in eV).

These are round model values, not band parameters of a particular material.

(a) How does the highest occupied level at Γ (wave vector k = 0) split, and by how much?

(b) Which ζ gives a splitting of 0.044 eV, as in silicon, and which gives 0.29 eV, as in germanium?

(c) With ζ fixed in this way, what splitting does the model give at the zone-boundary point L, k = (π/a)(1,1,1), where a is the cubic lattice constant?

(d) What changes if the two atoms are different?

**A first estimate by scaling**

The splitting Δ vanishes with ζ. The other energies in the problem are hoppings and on-site differences, of typical size t. Dimensional analysis gives

Δ = ζ f(ζ/t),

where f may also depend on the ratios of the hoppings. A degenerate level normally splits in first order, so f should tend to a constant c when ζ is small.

To guess c, treat l and s as classical vectors of lengths 1 and 1/2. Their scalar product runs from −1/2 (antiparallel) to +1/2 (parallel), a range of 1. Hence c ≈ 1 and Δ ≈ ζ. The estimate for question (b) is then ζ ≈ 0.044 eV for silicon and 0.29 eV for germanium.

Scaling also suggests the size of the corrections. The next term in Δ should be of order ζ²/t, a relative change of order ζ/t. With hoppings of 1 to 3 eV this is 0.1 to 0.3 for germanium and a few hundredths or less for silicon. The estimate leaves two things open: the value of c, and whether f really varies with ζ/t.

**The spin-orbit term on one atom**

A p orbital is x, y or z times a function of r. The operator l = −i r×∇ acts on angles alone, so the radial function passes through it. From l_z = −i(x∂_y − y∂_x),

l_z x = iy, l_z y = −ix, l_z z = 0,

and the other components follow by cyclic exchange of x, y, z. The combinations x ± iy therefore have l_z = ±1, and z has l_z = 0. An s orbital does not depend on angle, so l gives zero on it and it has no spin-orbit term.

Let j = l + s. Since l and s commute, j² = l² + s² + 2 l·s, and so

l·s = [j(j+1) − l(l+1) − s(s+1)]/2.

For p electrons l = 1 and s = 1/2, so j is 3/2 or 1/2:

j = 3/2: l·s = (15/4 − 2 − 3/4)/2 = 1/2, four states;

j = 1/2: l·s = (3/4 − 2 − 3/4)/2 = −1, two states.

A direct calculation shows where the −1 comes from. Write

l·s = l_z s_z + (l₊s₋ + l₋s₊)/2,

with l_± = l_x ± i l_y, s_± = s_x ± i s_y. Consider the two states with total projection 1/2, namely |0,↑⟩ and |1,↓⟩, where the number is the value m of l_z. The first term gives 0 and −1/2. Because l₊|0⟩ = √2|1⟩ and s₋|↑⟩ = |↓⟩, the coupling between them is √2/2 = 1/√2. The eigenvalues q of l·s satisfy

q(q + 1/2) − 1/2 = 0,

so q = 1/2 or q = −1. Without the spin-flip coupling the lower value would have been −1/2.

**The hoppings at Γ**

Let u be the unit vector from an A atom to a neighbouring B atom. A p_i orbital has the component u_i along the bond, and the rest of it is perpendicular. The along-bond parts couple through V_σ and the perpendicular parts through V_π:

⟨p_i A|H|p_j B⟩ = u_i u_j V_σ + (δ_ij − u_i u_j) V_π.

For s and p orbitals, ⟨s A|H|p_i B⟩ = u_i V_sp and ⟨p_i A|H|s B⟩ = −u_i V_sp. The sign changes because the lobe that faces the s orbital changes.

The four bond vectors are

(1,1,1)/√3, (1,−1,−1)/√3, (−1,1,−1)/√3, (−1,−1,1)/√3.

Adding components gives Σ u_i = 0. Each squared component is 1/3, so Σ u_i² = 4/3. For two different components the products cancel in pairs; for x and y, for example, they are (1 − 1 − 1 + 1)/3 = 0. Hence

Σ u_i u_j = (4/3) δ_ij.

In a Bloch state each hopping is multiplied by exp(ik·d), where d is the vector from A to B. At Γ all these factors are 1, and the four bonds add directly. The s–p coupling is proportional to Σ u_i and vanishes. The s–s coupling is 4V_ss. The p–p coupling is diagonal in i, with the same value for x, y and z:

V = (4/3)V_σ + (4 − 4/3)V_π = (4/3)(V_σ + 2V_π).

With the given values, V = (4/3)(3 − 2) = 1.333 eV.

Before spin-orbit coupling is added, each orbital on A is thus coupled to its partner on B. The s levels are E_s ± 4V_ss, or −14 and 2 eV. The p combinations (p_i A ± p_i B)/√2 have energies E_p ± V, or 1.333 and −1.333 eV. For V > 0 the lower, bonding combination is the one with the minus sign.

There are four valence electrons per atom and eight per cell. They fill the two s bonding states at −14 eV and the six p bonding states at −1.333 eV, spin included. The p bonding level is therefore the highest occupied level at Γ.

**Answer to (a): the splitting at Γ**

Apply the spin-orbit term to a bonding state p_i A − p_i B with some spin. On A it produces a certain mixture of p orbitals and spins. On B it produces the same mixture, since the atoms have the same ζ, and the minus sign between A and B survives. A bonding state therefore goes over into bonding states, with no admixture of antibonding ones. Nor is there any admixture of s, because l gives zero on s orbitals and the s–p hopping vanishes at Γ.

In the six bonding states the Hamiltonian is thus

H = E_p − V + ζ l·s,

and its levels are

E(j = 3/2) = E_p − V + ζ/2, four states;

E(j = 1/2) = E_p − V − ζ, two states.

The doublet is the split-off level. It lies below the quartet by

Δ₀ = ζ/2 − (−ζ) = 3ζ/2.

The weighted mean shift is [4(ζ/2) + 2(−ζ)]/6 = 0, so the centre of the level stays in place.

No power series in ζ was used, so within this model the result is exact. For V < 0 the bonding combination has the plus sign and |V| replaces V, with the same splitting. If the coupling is written λ l·σ with the Pauli matrices σ = 2s, then λ = ζ/2 and the same splitting reads 3λ.

A large ζ can still change which states are occupied. The antibonding doublet lies at E_p + V − ζ. It stays above the bonding quartet as long as 2V > 3ζ/2, which here means ζ < 1.78 eV. At ζ = 0.8 eV, diagonalizing the full 16×16 matrix numerically gives a gap of 1.2 eV, as the formula requires.

**Answer to (b): the two values of ζ**

Inverting the result gives ζ = 2Δ₀/3.

Silicon: ζ = 2(0.044 eV)/3 = 0.0293 eV, or 1.08 millihartree.

Germanium: ζ = 2(0.29 eV)/3 = 0.193 eV, or 7.10 millihartree.

For germanium the quartet lies at −1.333 + 0.097 = −1.237 eV and the doublet at −1.333 − 0.193 = −1.527 eV, rounded from the unrounded values. Their difference is the required 0.29 eV.

One number has been adjusted to one number, so the agreement is no evidence for the model. The fitted ζ is an effective parameter, which also absorbs whatever the model leaves out of the splitting at Γ. A prediction needs a second quantity, such as the splitting at L.

**Answer to (c): the splitting at L**

At L the bond along n = (1,1,1)/√3 has d = (a/4)(1,1,1) and phase 3π/4. For the other three bonds the phase is −π/4. Since exp(3πi/4) = −exp(−πi/4), a common phase can be absorbed into the B orbitals. The bonds then carry the weights −1, 1, 1, 1. Compared with Γ, one bond has changed sign, so twice its contribution is subtracted from each sum:

Σ w = 2, Σ w u_i = −2n_i, Σ w u_i u_j = (4/3)δ_ij − 2n_i n_j.

A p orbital perpendicular to n couples neither to s nor to p_n, the p orbital along n. Its coupling to its partner on the other atom is

(4/3)(V_σ − V_π) + 2V_π = (4/3)V_σ + (2/3)V_π = 3.333 eV.

There are two perpendicular directions, so the bonding level at −3.333 eV has four states with spin.

To see that this is the top occupied level, consider the s and p_n orbitals. Their couplings between A and B are 2V_ss = −4 eV for s–s and (V_σ − V_π)(4/3 − 2) + 2V_π = −4.667 eV for p_n–p_n. For s on A with p_n on B the coupling is −2V_sp = −5 eV, and for p_n on A with s on B it is +5 eV. In sum and difference combinations these orbitals form two separate pairs:

s A + s B at −10 eV and p_n A − p_n B at 4.667 eV, coupled by 5 eV;

s A − s B at −2 eV and p_n A + p_n B at −4.667 eV, coupled by −5 eV.

For a pair with energies h₁, h₂ and coupling g, the two levels E₁ and E₂ satisfy

(E₁ − E)(E₂ − E) = (h₁ − E)(h₂ − E) − g²

for any E. At E = −3.333 eV the right-hand side is (−6.667)(8) − 25 for the first pair and (1.333)(−1.333) − 25 for the second, in eV². Both are negative, so each pair has one level below −3.333 eV and one above. The two lower levels hold four electrons, and the other four fill the perpendicular bonding level.

Now add the spin-orbit term, with the z axis along n. The perpendicular orbitals have m = ±1. The operators l_± either give zero on them or take them to m = 0, which is p_n and lies outside the level. To first order, then, only ζ l_z s_z acts within the level. It gives +ζ/2 when m and the spin have the same sign and −ζ/2 when they have opposite signs. The splitting is

Δ_L ≈ ζ = 2Δ₀/3.

The hoppings do not enter this leading result, provided that the top level at L consists of perpendicular p orbitals.

The next order does depend on them. The state |1,↓⟩ of the lower doublet couples by ζ/√2 to |0,↑⟩, which is p_n with spin up. The minus sign between A and B is preserved, so the partner is p_n A − p_n B, and this in turn couples to s A + s B. Give |1,↓⟩ the amplitude 1, and let c and b be the amplitudes of the p_n and s combinations. With energies in eV,

(E + 10) b = 5c,

(E − 4.667) c = 5b + ζ/√2.

Eliminating b gives

c = (ζ/√2)(E + 10)/[(E + 10)(E − 4.667) − 25].

The energy shift of |1,↓⟩ is (ζ/√2)c. To second order in ζ we may put E = −3.333:

shift = (ζ²/2)(6.667)/(−53.33 − 25) = −0.043 ζ².

By symmetry |−1,↑⟩ shifts equally. The upper states |1,↑⟩ and |−1,↓⟩ have total projection ±3/2, for which p_n offers no partner, so they do not shift. The splitting grows to

Δ_L ≈ ζ(1 + 0.043 ζ), with ζ in eV.

For germanium the increase is 0.8% of ζ, and for silicon 0.1%. Numerical diagonalization of the full matrix at L gives 0.0294 eV for silicon and 0.195 eV for germanium. The ratios to the splitting at Γ are 0.6675 and 0.672, slightly above 2/3 as the correction requires.

**Answer to (d): unlike atoms**

The exact argument at Γ relied on equal spin-orbit parameters on the two atoms. Let the p level of A lie at −D and that of B at +D, and let the spin-orbit parameters be ζ_A and ζ_B. Without spin-orbit coupling the bonding energy is −R, with R = √(D² + V²). Its amplitudes α on A and β on B obey

(R − D)α + Vβ = 0.

Since V² = (R − D)(R + D), this gives β²/α² = (R − D)/(R + D). With α² + β² = 1, the weight on A is

w_A = α² = (R + D)/(2R),

and w_B = 1 − w_A. To first order in the spin-orbit parameters,

Δ₀ ≈ (3/2)(w_A ζ_A + w_B ζ_B).

Take D = 1 eV, ζ_A = 0.1 eV and ζ_B = 0.2 eV. Then R = √(1 + 1.778) = 1.667 eV and w_A = 2.667/3.333 = 0.8. The rule gives

Δ₀ ≈ 1.5(0.08 + 0.04) = 0.180 eV.

The unweighted mean of the two parameters would give 0.225 eV, which is 25% higher. The bonding state sits mostly on A, so the parameter of A counts for more.

Diagonalization of the full matrix gives 0.1804 eV. The small remainder arises because unequal parameters mix bonding and antibonding states. The antibonding state, orthogonal to the bonding one, has amplitudes −β on A and α on B. For a given value q of l·s the spin-orbit term adds qζ_A on A and qζ_B on B, so the mixing element is qαβ(ζ_B − ζ_A), of magnitude |q| |ζ_A − ζ_B| √(w_A w_B) = 0.04|q| eV. The levels are 2R apart, so the bonding level shifts by −(0.04q)²/3.333 = −0.00048q² eV. This lowers the doublet (q = −1) more than the quartet (q = 1/2), by 0.00048(1 − 1/4) = 0.0004 eV. For equal parameters the mixing vanishes, even if D is not zero.

**Estimate and solution compared**

The estimate had the right form, Δ proportional to ζ, but the factor is 3/2 and not 1. The estimated ζ was therefore 1.5 times too large for both materials. The ratio of the two values, 0.29/0.044 = 6.6, did not depend on the factor and was correct.

The classical picture found the upper value of l·s, +1/2, but missed the lower one. Antiparallel vectors of lengths 1 and 1/2 give −1/2, while the spin-flip terms lower the quantum value to −1.

The scaling argument also allowed for a relative correction of order ζ/t. At Γ, with equal atoms, this correction is absent: f is the constant 3/2, because the spin-orbit term does not connect the bonding p level to any other. At L such connections exist and the correction appears. Even there it is 0.8% for germanium, well below the 10 to 30% that scaling suggested. The derived shift shows why: the effective denominator is 78.33/6.667 = 11.75 eV rather than 1 to 3 eV, the squared coupling (ζ/√2)² contains a factor 1/2, and the fitted ζ is 0.193 eV rather than the estimated 0.29 eV, so the relative correction is 0.193/(2 × 11.75) = 0.008.
